# Schwinger's series gives vacuum decay; its first term counts the pairs

**Four trials**

Suppose an electric pulse could create an electron–positron pair in just four quantum states, that state $j$ ends up holding a pair with probability $N_j$, and that the four outcomes are independent. The Pauli principle allows no more than one pair per state. The mean number of pairs and the probability of finding none are

$$\langle n\rangle=\sum_j N_j,\qquad P_0=\prod_j(1-N_j),$$

so that

$$-\ln P_0=\sum_j\left(N_j+\tfrac12N_j^2+\tfrac13N_j^3+\dots\right)>\langle n\rangle .$$

Take two states with $N=0.37265$ and two with $N=0.06232$, values that come from a Dirac calculation described below. The mean is $2(0.37265+0.06232)=0.86994$. The probability of no pair is $(0.62735\times0.93768)^2\approx0.346$, and $-\ln P_0=1.0612$. The exponent that governs the survival of the empty state and the number of pairs are two different numbers. They approach each other when every $N_j$ is small, because the terms $N_j^2/2,\dots$ are then negligible beside $N_j$. The Dirac vacuum in a homogeneous electric field is this example with a continuum of states.

**The belief and its appeal**

Units are $\hbar=c=1$ with Heaviside–Lorentz fields; $m$ is the electron mass and $-e$ its charge. Momenta are measured in $m$, lengths and times in $1/m$, and fields in $E_c=m^2/e$. Define

$$x=e^{-\pi m^2/eE},\qquad C=\frac{(eE)^2}{4\pi^3},\qquad w=C\sum_{n=1}^\infty\frac{x^n}{n^2}=C\,\mathrm{Li}_2(x),$$

where the last equality defines the dilogarithm. The quantity $w$ is Schwinger's series. The probability that the vacuum in a volume $V$ is still vacuum after the field has acted for a time $T$ is $P_0=e^{-wVT}$. The belief is that $w$ is also the number of pairs created per volume and time. A refinement of it reads the $n$-th term as the rate of events in which $n$ pairs appear together.

The belief has good reasons behind it. The vacuum decays by making pairs and, in this model, in no other way. The law $e^{-wVT}$ has the form of the zero-count probability $e^{-\langle n\rangle}$ of a Poisson process, and $x^n$ looks like the $n$-th power of a single tunnelling probability. For $E\ll E_c$ the belief gives nearly the right number. What it assumes is Poisson statistics. The derivation below shows that the statistics are those of the four trials, that the pair rate is $\Gamma=Cx$, and that the $n$-pair reading requires a negative rate.

**The model and its two-level blocks**

The field is classical, prescribed and homogeneous. It equals $E$ for a time $T$ and is switched on and off smoothly, so that electrons and positrons are unambiguous before and after. Photon exchange between the particles and their reaction on the field are neglected. In the gauge $A_0=0$, $\mathbf A=A_z(t)\hat{\mathbf z}$, the Hamiltonian does not depend on position, so the canonical momentum $\mathbf p$ is conserved. The kinetic momentum is $\pi_z=p_z+eA_z$. With the $z$ axis along the force on the electron, $E_z=-E=-\dot A_z$ and $\dot\pi_z=eE$. For each $\mathbf p$,

$$h(t)=\alpha_z\pi_z(t)+\epsilon M,\qquad M=\frac{\alpha_xp_x+\alpha_yp_y+\beta m}{\epsilon},\qquad \epsilon^2=m^2+p_\perp^2 .$$

The matrices $\alpha_x,\alpha_y,\alpha_z,\beta$ are Hermitian, square to one and anticommute. In $M^2$ the cross terms cancel, leaving $(p_\perp^2+m^2)/\epsilon^2=1$, and $M\alpha_z=-\alpha_zM$. The matrix $\alpha_z$ is traceless with eigenvalues $\pm1$, so it has two orthonormal eigenvectors $\chi_1,\chi_2$ with eigenvalue $+1$. Then $\alpha_zM\chi_s=-M\chi_s$, and since $M$ is unitary the four vectors $\chi_s,M\chi_s$ form an orthonormal, time-independent basis. In it

$$h\chi_s=\pi_z\chi_s+\epsilon M\chi_s,\qquad hM\chi_s=\epsilon\chi_s-\pi_zM\chi_s .$$

Each momentum therefore carries two identical, uncoupled blocks $\pi_z\sigma_z+\epsilon\sigma_x$ with levels $\pm\sqrt{\pi_z^2+\epsilon^2}$. As $\pi_z$ sweeps through zero the two levels pass an avoided crossing of gap $2\epsilon$.

**The probability for one block**

In a constant field set $\tau=\pi_z/\sqrt{eE}$ and $\lambda=\epsilon^2/eE$. Since $d\tau=\sqrt{eE}\,dt$, the equation $i\dot c=hc$ divided by $\sqrt{eE}$ reads

$$i\partial_\tau c_1=\tau c_1+\sqrt\lambda\,c_2,\qquad i\partial_\tau c_2=-\tau c_2+\sqrt\lambda\,c_1 .$$

Write $c_1=e^{i\tau^2/2}\phi$ and $c_2=e^{i\tau^2/2}f$. The phase contributes $-\tau$ to each left side, which gives

$$i\phi'-2\tau\phi=\sqrt\lambda\,f,\qquad if'=\sqrt\lambda\,\phi .$$

The coefficients are linear in $\tau$, so Laplace's method applies: $\phi=\int g(u)e^{iu\tau}du$ and $f=\int F(u)e^{iu\tau}du$ along a complex contour. The operator $i\partial_\tau$ brings down $-u$, so the second equation gives $F=-\sqrt\lambda\,g/u$. In the first, $\tau e^{iu\tau}=-i\partial_ue^{iu\tau}$, and integration by parts turns $\tau\phi$ into $\int ig'e^{iu\tau}du$, provided the boundary term vanishes. Then

$$-ug-2ig'=-\frac{\lambda g}{u}\quad\Rightarrow\quad\frac{g'}{g}=\frac{iu}{2}-\frac{i\lambda}{2u}\quad\Rightarrow\quad g=u^{-i\lambda/2}e^{iu^2/4}.$$

Put the branch cut on the positive imaginary axis, $-3\pi/2<\arg u<\pi/2$, so that $|u^{-i\lambda/2}|=e^{(\lambda/2)\arg u}$. Take the contour $u=u_0+re^{i\pi/4}$ with $u_0>0$ and $r$ real. It crosses the imaginary axis at $-iu_0$, below the branch point, and on it $|e^{iu^2/4}|$ contains the factor $e^{-r^2/4}$, which outweighs the remaining exponentials linear in $r$, so the boundary term is zero. The exponent is $iu^2/4+iu\tau=i(u+2\tau)^2/4-i\tau^2$, which equals $-r^2/4-i\tau^2$ on the parallel line through $u=-2\tau$.

For $\tau\to-\infty$ this line has $u_0=2|\tau|>0$ and is an allowed contour. Near the saddle $\arg u\to0$, so $|c_1|\to\int e^{-r^2/4}dr=\sqrt{4\pi}$, while $c_2$ has an extra factor $1/u$ and vanishes as $1/|\tau|$. At large $|\tau|$ the block tends to $\tau\sigma_z$, so component 1 has energy $\tau<0$: the solution starts in the negative level. Its squared norm $|c_1|^2+|c_2|^2$ is $4\pi$ at all $\tau$ because $h$ is Hermitian.

For $\tau\to+\infty$ the line through $-2\tau$ meets the cut at $2i\tau$. Moving the contour there leaves the line plus a loop along both sides of the cut. On the cut $u=is$, $|e^{iu^2/4}|=1$, $|e^{iu\tau}|=e^{-s\tau}$ and $|u^{-i\lambda/2}|$ is constant on each side, so the loop contributes at most a constant times $1/\tau$ to $c_1$. The saddle is reached from below the origin and has $\arg u=-\pi$, so $|c_1|\to\sqrt{4\pi}\,e^{-\pi\lambda/2}$. Component 1 now has energy $\tau>0$. The probability of ending in the positive level is

$$N=e^{-\pi\lambda}=x\,e^{-\pi p_\perp^2/eE},$$

which is the Landau–Zener formula. Numerical integration of the two equations out to $\tau=40$ gives $0.45594$ for $\lambda=0.25$ and $0.04321$ for $\lambda=1$, equal to $e^{-\pi\lambda}$ at these digits.

Away from the crossing the state follows the instantaneous level. The eigenvectors depend on half the angle $\theta$ with $\tan\theta=\sqrt\lambda/\tau$; at large $|\tau|$ this half-angle changes at the rate $\sqrt\lambda/2\tau^2$, and dividing by the gap $2|\tau|$ gives an admixture of order $\sqrt\lambda/4|\tau|^3$. Apart from this decaying admixture, the transition is confined to $|\tau|$ of order $1$ or $\sqrt\lambda$, that is to times of order $1/\sqrt{eE}$ or $\epsilon/eE$. A block that crosses well inside the plateau of a longer, smoothly switched pulse should end with the constant-field $N$. For a pulse with $eE=4m^2$, $T=10/m$ and hyperbolic-tangent edges of width $0.5/m$, that is a field proportional to $\tanh[(t+T/2)/s]-\tanh[(t-T/2)/s]$ with $s=0.5/m$, and with $A_z=0$ at the middle of the pulse, the mode $\mathbf p=0$ crosses at the middle and ends with $N=0.455938$, the value of $x$ to six decimals.

**From blocks to the many-particle state**

The second-quantized Hamiltonian $H=\sum c_i^\dagger h_{ij}c_j$ is a sum over blocks $b=(\mathbf p,s)$. The initial vacuum has the negative level of every block filled and the positive level empty. A product of creation operators evolves under such an $H$ by letting each orbital obey $i\dot c=hc$, as one verifies from $[H,\sum_ic_i^\dagger\varphi_i]=\sum_ic_i^\dagger(h\varphi)_i$. After the pulse the orbital of block $b$ is $A_bv_-+B_bv_+$ in terms of the final eigenvectors, with $|B_b|^2=N_b$ and $|A_b|^2=1-N_b$, so

$$|\Psi\rangle=\prod_b\left(A_b\,a^\dagger_{b-}+B_b\,a^\dagger_{b+}\right)|\text{empty}\rangle .$$

Multiplying out gives orthonormal states, one for each choice of $-$ or $+$ in every block. A choice $+$ is an electron together with a hole in the negative level, the positron: one pair. The probability of a set $S$ of pairs is $\prod_{b\in S}N_b\prod_{b\notin S}(1-N_b)$, which is the law of independent yes-or-no (Bernoulli) trials. The generating function of the pair number is

$$G(z)=\langle z^n\rangle=\prod_b\left(1-N_b+zN_b\right),\qquad P_0=G(0),\qquad\langle n\rangle=G'(1).$$

The four trials of the opening are the blocks of two momenta, $(0.3,0.4,1.0)\,m$ and $(1.5,-0.5,-2.0)\,m$, in a pulse with $eE=4m^2$ and $T=3/m$ (edges and choice of $A_z$ as above). Evolving the 256-dimensional Fock space of these momenta with the full $4\times4$ Dirac matrices gives probabilities $0.34605$, $0.45710$, $0.17827$, $0.01805$, $0.00054$ for zero to four pairs, in agreement with the Bernoulli product to the tested $10^{-6}$. The Poisson guess $e^{-\langle n\rangle}=0.41898$ overestimates $P_0$.

**Counting the blocks**

In a large periodic box there are $V\,d^3p/(2\pi)^3$ momenta, each with two blocks. During the pulse $\pi_z$ grows by $eET$, so the momenta whose $\pi_z$ passes zero fill an interval $\Delta p_z=eET$. Momenta for which $\pi_z$ passes zero near the start or the end of the pulse, or comes close to zero without passing it, have other values of $N$, but their number does not grow with $T$; they add a term independent of $T$, which is dropped. This requires $T$ much longer than $1/\sqrt{eE}$, $m/eE$ and the switching time. With $d^2p_\perp=\pi\,d(p_\perp^2)$,

$$\int d^2p_\perp N^k=x^k\,\pi\int_0^\infty dy\,e^{-k\pi y/eE}=\frac{eE\,x^k}{k},$$

$$\sum_bN_b^k\to\frac{2V\,eET}{(2\pi)^3}\,\frac{eE\,x^k}{k}=VT\,C\,\frac{x^k}{k}.$$

Now expand each factor of $G$ with $\ln[1-(1-z)N]=-\sum_k(1-z)^kN^k/k$, which converges for $|1-z|\,x<1$:

$$\ln G(z)=-VT\,C\sum_{k=1}^\infty\frac{[(1-z)x]^k}{k^2}=-VT\,C\,\mathrm{Li}_2\big((1-z)x\big).$$

At $z=0$ this is $\ln P_0=-wVT$ with Schwinger's series. One factor $1/k$ comes from the logarithm, the other from the transverse Gaussian. At $z=1$, where $G=1$, the terms with $k\ge2$ have zero slope, so

$$\langle n\rangle=\Gamma VT,\qquad\Gamma=Cx=\frac{(eE)^2}{4\pi^3}e^{-\pi m^2/eE}.$$

The pair rate is the first term with no correction from the others, within this model and at any field strength. The terms $k\ge2$ are the powers $N^2/2,\dots$ of the opening example summed over blocks. The ratio $w/\Gamma=\sum_nx^{n-1}/n^2=1+x/4+x^2/9+\dots$ increases with $x$, and for $0<x<1$ it lies strictly between $1$ and $\sum_n1/n^2=\pi^2/6\approx1.645$. For weak fields the relative error $(w-\Gamma)/\Gamma$ is $x/4$ to leading order in $x$, exponentially small in $E_c/E$. For strong fields the blocks with $p_\perp^2\ll eE$ have $N$ near one, and $-\ln(1-N)$ is large for them while $N$ cannot exceed one.

The variance follows from $(\ln G)''(1)=\langle n(n-1)\rangle-\langle n\rangle^2$. The $k=2$ term gives $(\ln G)''(1)=-VT\,Cx^2/2$, the $k=1$ term is linear in $z$, and terms $k\ge3$ vanish at $z=1$. Adding $\langle n\rangle$,

$$\mathrm{Var}\,n=\Gamma VT\left(1-\frac x2\right).$$

A Poisson distribution has variance equal to its mean. The count here is narrower, because each block contributes $N(1-N)$ to the variance and $N$ to the mean.

One more source of the temptation can now be named. The derivative $-d\ln P_0/dT=wV$ resembles the rate of a first decay. But $P_0(T)$ compares complete pulses of different length. Lengthening the pulse by $dT$ adds new blocks, each of which multiplies $P_0$ by $1-N$ and adds $N$ to the mean. The probability per trial stays finite as $dT\to0$; what shrinks is the number of trials. A Poisson limit would need the opposite, many trials of vanishing probability.

**Why the terms are not rates of $n$-pair events**

If events of $k$ pairs occurred independently at rates $r_k\ge0$ per volume and time, the number of such events would be Poisson with mean $r_kVT$, and each would contribute $z^k$:

$$\ln G(z)=VT\sum_kr_k\left(z^k-1\right).$$

This gives $w=\sum_kr_k$, which is why $r_k=Cx^k/k^2$ looks plausible. It also gives a mean $VT\sum_kkr_k$ and, by the rule above, a variance $VT\sum_kk^2r_k$ that is at least the mean. The true variance is below the mean, so no choice of non-negative rates reproduces the distribution. The coefficients of $z^k$ in the true $\ln G/VT$, from here on called $r_k$, can be computed. For one block $\ln(1-N+zN)=\ln(1-N)+\ln(1+z\rho)$ with $\rho=N/(1-N)$, whose first two powers of $z$ are $z\rho-z^2\rho^2/2$. Using $\rho=\sum_kN^k$, $\rho^2=\sum_k(k-1)N^k$ and the sum over blocks,

$$r_1=C\sum_k\frac{x^k}{k}=-C\ln(1-x),$$

$$r_2=-\frac C2\sum_k\frac{k-1}{k}x^k=\frac C2\left[-\ln(1-x)-\frac{x}{1-x}\right].$$

In the sum for $r_2$ the $k=1$ term vanishes and all others are positive, so $r_2<0$ for $0<x<1$; its leading term is $-Cx^2/4$, opposite in sign to the second term of the series. The coefficient $r_1$ has a meaning, $r_1VT=P_1/P_0$, and exceeds both $\Gamma$ and $w$, because its series has the same first term $Cx$ and larger later terms. The $n$-pair reading would predict $\sum_kk\,Cx^k/k^2=-C\ln(1-x)$ pairs per volume and time, which is further from $\Gamma$ than $w$ is.

**The series as $2\,\mathrm{Im}\,\mathcal L$**

The derivation above is complete without the effective Lagrangian, but the series is tied to it. The one-loop vacuum amplitude is $e^{i\mathcal LVT}$, so $P_0=e^{-2\,\mathrm{Im}\mathcal L\,VT}$. The Euler–Heisenberg Lagrangian for a pure electric field, taken here as given, is

$$\mathcal L=-\frac1{8\pi^2}\int_0^\infty\frac{ds}{s^3}\,e^{-m^2s}\left[eEs\cot(eEs)-1+\tfrac13(eEs)^2\right].$$

The integrand has poles at $s_n=n\pi/eE$. The prescription $m^2\to m^2-i0$ makes $e^{-m^2s}$ converge on the positive imaginary $s$ axis, so the real axis is approached from above. Near a pole $eEs\cot(eEs)\approx s_n/(s-s_n)$, and the residue of the whole expression is $-e^{-m^2s_n}/8\pi^2s_n^2$. The integrand is real between poles, and each clockwise half-circle contributes $-i\pi$ times the residue:

$$2\,\mathrm{Im}\,\mathcal L=2\pi\sum_n\frac{(eE)^2}{8\pi^2\,n^2\pi^2}\,e^{-n\pi m^2/eE}=C\sum_n\frac{x^n}{n^2}=w .$$

The $n$-th pole equals the $n$-th power in the expansion of $-\sum_b\ln(1-N_b)$. Quadrature of the integral along the ray $\arg s=\pi/4$ agrees with the series to a relative $10^{-7}$ at the four fields of the table. The quantity $\mathrm{Im}\,\mathcal L$ is built from the vacuum-to-vacuum amplitude, which is $G$ at the single point $z=0$; the mean needs the slope at $z=1$.

| $E/E_c$ | $x$ | $\Gamma/m^4$ | $w/m^4$ | $w/\Gamma$ |
|---|---|---|---|---|
| 0.5 | 0.001867 | $3.764\times10^{-6}$ | $3.766\times10^{-6}$ | 1.0005 |
| 1 | 0.04321 | $3.484\times10^{-4}$ | $3.523\times10^{-4}$ | 1.0110 |
| 4 | 0.4559 | 0.05882 | 0.06738 | 1.1456 |
| 20 | 0.8546 | 2.756 | 3.841 | 1.3936 |

At the critical field $w$ exceeds $\Gamma$ by $1.1\%$ of $\Gamma$; the difference passes ten per cent between $E_c$ and $4E_c$.

**A number**

Take round parameters: $E=4E_c$, about $5.3\times10^{18}$ V/m, a box of side $10/m$ and $T=10/m$, so $VT=10^4\,m^{-4}$. The times $1/\sqrt{eE}=0.5/m$ and $m/eE=0.25/m$ are short against $T$. All counts are bulk terms, rate times $VT$; the switching terms are not included. They depend on the shape of the edges: for hyperbolic-tangent edges of width $0.5/m$ they lower the mean in this box by about $24$ pairs, nearly independent of $T$ once $T$ is at least $2/m$. Then $x=e^{-\pi/4}=0.455938$ and $C=16\,m^4/4\pi^3=0.129006\,m^4$. The first four terms of the series are $0.455938$, $0.051970$, $0.010531$, $0.002701$, and the full sum is $0.522307$. Hence

$$\Gamma=0.129006\times0.455938\,m^4=0.058819\,m^4,$$

$$w=0.129006\times0.522307\,m^4=0.067381\,m^4,$$

or $7.9\times10^{56}$ and $9.1\times10^{56}$ per cubic metre per second. The bulk term of the mean pair number is $\Gamma VT=588.2$. The variance is $588.2\times0.7720$, a standard deviation of $21.3$. Reading $w$ as the pair rate gives $673.8$, too many by $85.6$ pairs: $14.6\%$ of the bulk mean, or $4.0$ standard deviations. The $n$-pair reading gives $785.3$, a factor $1.335$ above the mean. The converse error is larger in its effect: with bulk terms alone, $\log_{10}P_0=-292.6$, whereas $e^{-\langle n\rangle}$ has logarithm $-255.4$, too large by $37$ orders of magnitude. The switching terms of the same edges lower $-\ln P_0$ by about $30$; the two logarithms become $-279.7$ and $-245.1$, about $35$ orders apart.

The numerical check propagates a grid of modes through pulses of $T=6/m$ and $10/m$ and takes the slope in $T$, which removes the switching terms without assuming a value for $N$. The slopes of $\sum N$ and $-\sum\ln(1-N)$ are $0.058819\,m^4$ and $0.067381\,m^4$. The variance rate $0.045410\,m^4$, $r_1=0.078525\,m^4$, $r_2=-0.014793\,m^4$ and the rate $0.031281\,m^4$ for $-\ln G(\tfrac12)$ also match the formulas within the tested relative $10^{-4}$.

**Where the model ends**

The field accelerates the electron and positron of each pair in opposite directions to speeds $v$ near one, so a pair carries current $2ev$ and $dJ/dt\approx2e\Gamma$: the growth of the current is set by $\Gamma$, not $w$. Weighting the computed occupations with their final velocities gives $0.117490\,m^4$ for $(dJ/dt)/e$ against $2\Gamma=0.117638\,m^4$, a shortfall of about $0.1\%$. That is the size expected from $1-v\approx\epsilon^2/2\pi_z^2$ for the momenta of a few tens of $m$ that the longer pulse adds.

The same current limits the assumption of a prescribed field. If no outside source compensates it, Ampère's law for a homogeneous field gives $dE/dt=-J$ with $J=2e\Gamma t$, and to leading order in $e^2$

$$\frac{d(eE)}{dt}=-2e^2\Gamma t,\qquad\Delta(eE)=-e^2\Gamma T^2 .$$

The condition is $e^2\Gamma T^2\ll eE$; this estimate is derived here and is not among the tests. With $e^2=0.09170$, the rate at which $eE$ falls at the end of the pulse is $2e^2\Gamma T=0.1079\,m^3$, a fractional fall of $0.0270$ per time $1/m$. The accumulated loss is $0.1079\times10/2\approx0.54\,m^2$, about $13\%$ of $eE=4m^2$. An unsupported field of this strength would sag over $10/m$ by a fraction comparable to the gap between $w$ and $\Gamma$, so the counts of the example describe a field held fixed from outside. A prescribed homogeneous field along a fixed axis with any time dependence keeps the blocks and the product form of $G$, with other values of $N_b$, so $-\ln P_0\ge\langle n\rangle$ persists there. Photon exchange couples the blocks, and the factorization then has to be replaced by a calculation at higher order in $e^2$.

## Values computed for the example and the checks

```
lam=0.25: N(ODE, tau=40)=0.45594  exp(-pi lam)=0.45594
lam=1.0: N(ODE, tau=40)=0.04321  exp(-pi lam)=0.04321
Fock test: eE=4.0 m^2, T=3.0/m, switch=0.5/m
  momenta (m): (0.3, 0.4, 1.0) (1.5, -0.5, -2.0)
  2x2 block N1=0.37265 N2=0.06232
  P(k pairs) Fock     : 0.34605 0.45710 0.17827 0.01805 0.00054
  P(k pairs) Bernoulli: 0.34605 0.45710 0.17827 0.01805 0.00054
  mean=0.86994  -ln P0=1.06119  P0=0.34605  exp(-mean)=0.41898
Pulse slopes, eE=4.0 m^2, T=6.0 and 10.0 /m (rates in m^4): numeric, formula
  Gamma: 0.058819  0.058819
  w: 0.067381  0.067381
  variance rate: 0.045410  0.045410
  -ln G(1/2) rate: 0.031281  0.031281
  r1: 0.078525  0.078525
  r2: -0.014793  -0.014793
  (dJ/dt)/e: 0.117490  0.117638
  plateau N(p=0)=0.455938  x=0.455938
E/Ec, x, Gamma (m^4), w series (m^4), 2 Im L (m^4), w/Gamma
   0.5 1.86744e-03 3.76424e-06 3.76600e-06 3.76600e-06 1.00047
   1.0 4.32139e-02 3.48429e-04 3.52267e-04 3.52267e-04 1.01102
   4.0 4.55938e-01 5.88188e-02 6.73808e-02 6.73808e-02 1.14557
  20.0 8.54636e-01 2.75633e+00 3.84111e+00 3.84111e+00 1.39356
upper bound pi^2/6 = 1.64493
E_c=1.3233e+18 V/m  E=5.2931e+18 V/m  1/m=3.8616e-13 metre=1.2881e-21 s
C=0.129006 m^4  x=0.455938  Li2(x)=0.522307  w/Gamma=1.14557
series terms x^n/n^2, n=1..4: 0.455938 0.051970 0.010531 0.002701
Gamma=7.9300e+56 per m^3 per s   w=9.0843e+56 per m^3 per s
box L=10.0/m, T=10.0/m, VT=10000 m^-4; formation times 1/sqrt(eE)=0.5/m, m/eE=0.25/m
mean pairs Gamma VT=588.2  std=21.3  Fano factor=0.7720
w VT=-ln P0=673.8  overcount=85.6 pairs=4.02 std
log10 P0=-292.6  Poisson log10 exp(-mean)=-255.4
n-pair reading: count=785.3  ratio to true=1.3350
e^2=0.09170  back-reaction 2 e^2 Gamma T=0.1079 m^2, fraction=0.0270
```
